# Permeation through a polymer film with an intact barrier coating

## Problem

A polymer film of thickness $L_s=10\ \mu\mathrm{m}$ separates nitrogen from a vacuum. One face carries a continuous coating of thickness $L_c=50$ nm, whose permeability is $P_c=10^{-4}P_s$, where $P_s$ is that of the polymer.

(a) Show that adding the coating reduces the steady permeation 51-fold at a fixed pressure difference. Find both fluxes for $P_s=0.005$ barrer, a pressure difference $\Delta p=760$ Torr and a temperature of 298 K.

(b) What is the time lag of an initially empty coated film, that is, the delay by which the gas it has released finally trails a steady flux started at once? Take diffusivities $D_s=10^{-9}$ cm²/s and $D_c=10^{-12}$ cm²/s.

(c) How many open holes of radius $a=0.5\ \mu\mathrm{m}$ per unit area would double the coated flux? How much open area would do so if it came as wide tears?

(d) What becomes of the reduction at 323 K if the activation energies of permeation are $E_s=0.30$ eV in the polymer and $E_c=0.50$ eV in the coating?

The polymer permeability is a rough value for nitrogen in a glassy polyester. The coating data, diffusivities and activation energies are round model parameters.

**Assumptions.** Gas dissolves in each layer in proportion to pressure (Henry's law), $c=Sp$, and diffuses by Fick's law with constant $D$. The permeability is $P=DS$. The two layers are in sorption equilibrium where they touch, and coating the polymer does not alter it. Inside a solid, $p$ means the gas pressure that would be in equilibrium with the local concentration.

## First estimate by scaling

A layer resists permeation in proportion to its thickness and in inverse proportion to its permeability, so its resistance scales as $L/P$. The coating is 200 times thinner than the polymer but $10^4$ times less permeable. Its resistance is therefore larger by

$$
r=\frac{L_c/P_c}{L_s/P_s}=\frac{L_c}{L_s}\frac{P_s}{P_c}
=\frac{0.050}{10}\times10^4=50 .
$$

If the larger resistance alone controls the flux, the reduction is about 50.

For the time, diffusion across the polymer takes of order

$$
\frac{L_s^2}{D_s}=\frac{(10^{-3}\ \mathrm{cm})^2}{10^{-9}\ \mathrm{cm^2/s}}=1000\ \mathrm{s}.
$$

The same expression for the coating gives 25 s, so the polymer should set the delay.

A hole much smaller than the film thickness feeds gas that spreads sideways in the polymer. Most of the pressure drop then occurs within a distance of order $a$, over an area of order $a^2$. The flow is of order $P_s(\Delta p/a)a^2=P_sa\,\Delta p$. With $n$ holes per area, this equals the intact coated flux, roughly $P_s\Delta p/(rL_s)$, when

$$
n\sim\frac{1}{aL_sr}=\frac{1}{0.5\times10\times50}\ \mu\mathrm{m}^{-2}
=4000\ \mathrm{mm}^{-2}.
$$

## Exact solution for the intact coating

Let $x$ run from the feed side to the vacuum side. Within one layer,

$$
J=-D\frac{dc}{dx}=-DS\frac{dp}{dx}=-P\frac{dp}{dx}.
$$

In the steady state no gas accumulates, so $J$ is the same at every $x$. Since $P$ is constant within the layer, $p$ is linear there, and a layer of thickness $L$ takes up a pressure drop $JL/P$.

At the interface, sorption equilibrium makes $p$ continuous. The concentration $Sp$ jumps if the solubilities differ, which is why the drops of $p$, and not those of $c$, may be added:

$$
\Delta p=J\frac{L_c}{P_c}+J\frac{L_s}{P_s},
\qquad
J=\frac{\Delta p}{L_c/P_c+L_s/P_s}.
$$

The bare film has $J_0=P_s\Delta p/L_s$. The reduction factor is

$$
F=\frac{J_0}{J}
=\frac{P_s}{L_s}\left(\frac{L_c}{P_c}+\frac{L_s}{P_s}\right)
=1+\frac{L_c}{L_s}\frac{P_s}{P_c}=1+r=51 .
$$

This is the required result. The coating adds 50 polymer resistances to the one already present, and 1.96% of the original flux remains. The order of the two terms in the sum does not matter, so the coating may face either side.

One barrer is $10^{-10}$ cm³(STP) cm/(cm² s cmHg), and 760 Torr is 76 cmHg. With 86400 s in a day and $10^4$ cm² in a square metre,

$$
J_0=\frac{0.005\times10^{-10}}{10^{-3}}\times76\times86400\times10^4
=32.8\ \frac{\mathrm{cm^3(STP)}}{\mathrm{m^2\,day}},
$$

and $J=J_0/51=0.644$ in the same unit. With the coating on the feed side, the pressure at the interface is the drop across the polymer,

$$
p_i=J\frac{L_s}{P_s}=\frac{\Delta p}{F}=\frac{760}{51}=14.9\ \mathrm{Torr}.
$$

The factor $F$ describes the pair of layers and not the coating alone. If the polymer were twice as thick, $r$ would halve and $F$ would fall to 26. Yet the coated film would resist slightly more: 52 units instead of 51, in units of the original polymer resistance. The smaller $F$ would merely reflect a better bare film.

## The approach to steady state

Let the film be empty at $t=0$, when the feed pressure is switched on. Write the final profile as $\Delta p\,u(x)$, where $u$ falls from 1 at the feed to 0 at the outlet. The steady flux per unit pressure difference is $G=-P\,du/dx$, a constant.

Conservation of gas reads

$$
S\frac{\partial p}{\partial t}=\frac{\partial}{\partial x}\left(P\frac{\partial p}{\partial x}\right).
$$

Multiply by $w=1-u$, which is 0 at the feed and 1 at the outlet, and integrate over the whole film by parts. Because $w$, $p$ and $P\,\partial p/\partial x$ are continuous at the interface, no interface terms arise:

$$
\frac{d}{dt}\int S\,p\,w\,dx
=\left[wP\frac{\partial p}{\partial x}\right]_{\rm feed}^{\rm outlet}
-\int P\frac{dw}{dx}\frac{\partial p}{\partial x}\,dx .
$$

The first term is $-J_{\rm out}(t)$, the negative of the flux leaving the film. In the second, $P\,dw/dx=G$, and $\int(\partial p/\partial x)\,dx=-\Delta p$. Hence

$$
\frac{d}{dt}\int S\,p\,w\,dx=G\Delta p-J_{\rm out}(t).
$$

Integrate from $t=0$, when the left-hand integral vanishes. At late times $p\to\Delta p\,u$, and the amount $Q$ released per area approaches

$$
Q=G\Delta p\,(t-\tau),\qquad
\tau=\frac1G\int S\,u(1-u)\,dx .
$$

The time lag $\tau$ is the intercept of this late straight line on the time axis.

Put the coating on the feed side and let $q=1/F$ be the value of $u$ at the interface. In the polymer $u$ falls linearly from $q$ to 0, so $|dx|=(L_s/q)|du|$, and $G=D_sS_sq/L_s$. Its contribution is

$$
\tau_s=\frac{L_s}{D_sS_sq}\,\frac{S_sL_s}{q}\int_0^q(u-u^2)\,du
=\frac{L_s^2}{D_s}\left(\frac12-\frac q3\right).
$$

In the coating $u$ falls from 1 to $q$, so $|dx|=L_c|du|/(1-q)$ and $G=D_cS_c(1-q)/L_c$. The integral is

$$
\int_q^1(u-u^2)\,du=\frac{1-3q^2+2q^3}{6}=\frac{(1-q)^2(1+2q)}{6},
$$

and the two factors $1-q$ cancel:

$$
\tau_c=\frac{L_c^2}{6D_c}(1+2q).
$$

For $q=1/51$ these are $\tau_s=493.5$ s and $\tau_c=4.3$ s, together 498 s. The bare film has $q=1$ and no coating term, which gives $L_s^2/(6D_s)=167$ s.

With these diffusivities the coating cuts the flux 51-fold but lengthens the lag only about threefold. This requires $L_c^2/D_c\ll L_s^2/D_s$. At the same $P_c$, a coating with $D_c=10^{-14}$ cm²/s would have $\tau_c=433$ s and a total lag of 927 s, and for still smaller $D_c$ the coating sets the lag. For $q\ll1$ the polymer coefficient changes from $1/6$ to $1/2$. With the coating on the feed side, gas enters the polymer slowly, but little is needed, because the final pressure there is at most $p_i$. Turning the film round replaces $u$ by $1-u$ at each material point. The product $u(1-u)$ is unchanged, and so is the lag.

## Holes and tears

**Small holes.** Consider an open hole of radius $a\ll L_s$ that offers no resistance itself. To leading order the polymer below is infinitely deep and the surrounding coating is impermeable. With $z$ the depth and $\rho$ the distance from the axis, $p$ obeys Laplace's equation, with $p=\Delta p$ on the disc $\rho<a$ and no flux through the surface outside it. The solution is

$$
p=\frac{2\Delta p}{\pi}\int_0^\infty e^{-kz}\,\frac{\sin ka}{k}\,J_0(k\rho)\,dk ,
$$

where $J_0(k\rho)$ is the Bessel function. Each factor $e^{-kz}J_0(k\rho)$ satisfies Laplace's equation. The boundary conditions follow from the Laplace transform

$$
\int_0^\infty e^{-k\zeta}J_0(k\rho)\,dk=\frac{1}{\sqrt{\zeta^2+\rho^2}} .
$$

Let $\zeta$ approach $-is$ from positive real part, with $s>0$. The right side becomes $1/\sqrt{\rho^2-s^2}$ for $s<\rho$ and $i/\sqrt{s^2-\rho^2}$ for $s>\rho$. The real part gives the integral with $\cos ks$, the imaginary part that with $\sin ks$.

Since $\sin(ka)/k=\int_0^a\cos ks\,ds$, the integral for $p$ at $z=0$ and $\rho<a$ is

$$
\int_0^\rho\frac{ds}{\sqrt{\rho^2-s^2}}=\frac\pi2 ,
$$

so $p=\Delta p$ on the disc. The flux density into the polymer at $z=0$ is

$$
-P_s\frac{\partial p}{\partial z}
=\frac{2P_s\Delta p}{\pi}\int_0^\infty\sin(ka)J_0(k\rho)\,dk
=\frac{2P_s\Delta p}{\pi\sqrt{a^2-\rho^2}}\quad(\rho<a),
$$

and zero for $\rho>a$, as required. The flow through the hole is

$$
\frac{2P_s\Delta p}{\pi}\int_0^a\frac{2\pi\rho\,d\rho}{\sqrt{a^2-\rho^2}}
=4P_sa\,\Delta p .
$$

For holes spaced well beyond $L_s$, so that they do not compete for the same polymer, add $n$ such flows per area to the intact flux and divide by $J_0=P_s\Delta p/L_s$:

$$
\frac{J}{J_0}\simeq\frac1F+4aL_sn .
$$

The flux doubles when the two terms are equal:

$$
n=\frac{1}{4aL_sF}=\frac{1}{4\times0.5\times10\times51}\ \mu\mathrm{m}^{-2}
=980\ \mathrm{mm}^{-2}.
$$

The open area is $\pi a^2n=0.077\%$, and the reduction has fallen from 51 to 25.5.

This estimate neglects the finite film thickness and the pressure already present beneath the intact coating. A finite-volume solution of Laplace's equation includes both. It places one hole at the centre of a circular cell of area $1/n$, with no flow through the cell's side, and gives a reduction within about 1% of this estimate.

**Wide tears.** If a tear is much wider than $L_s$, sideways spreading matters only near its edge. Open and coated areas then conduct in parallel. With open fraction $\phi$,

$$
\frac{J}{J_0}\simeq\phi+\frac{1-\phi}{F}.
$$

Setting this equal to $2/F$ gives $\phi(1-1/F)=1/F$, or

$$
\phi=\frac{1}{F-1}=2\% .
$$

The same numerical method, applied to a tear of radius 500 μm with this open fraction, gives a reduction of 25.3 instead of 25.5.

Small holes therefore do the same damage with about 26 times less open area. Each supplies a region of polymer wider than itself. Per open area, its flow exceeds that of a wide tear by $4aL_s/(\pi a^2)=4L_s/(\pi a)$, which grows as the hole shrinks, as long as the hole's own resistance stays negligible.

## Temperature of use

Let each permeability vary as $\exp(-E/kT)$, with $k$ now Boltzmann's constant. Between $T_0=298$ K and $T=323$ K it grows by

$$
g=\exp\left[\frac Ek\left(\frac1{T_0}-\frac1T\right)\right],
$$

which gives $g_s=2.47$ for the polymer and $g_c=4.51$ for the coating. The resistance ratio $r$ contains $P_s/P_c$, so

$$
F(T)=1+r\frac{g_s}{g_c}=1+50\times\frac{2.470}{4.513}=28.4 .
$$

At the same pressure difference, the coated flux rises to $32.83\times2.470/28.36=2.86$ cm³(STP)/(m² day). The reduction weakens on heating because $E_c>E_s$; with equal activation energies it would stay at 51.

## Comparison of estimate and solution

| Quantity | Scaling | Solution |
|---|---:|---:|
| Reduction, intact | 50 | 51 |
| Time lag, coated (s) | 1000 | 498 |
| Holes to double flux (mm⁻²) | 4000 | 980 |

The first estimate is 2% below the exact reduction because it drops the polymer's own resistance. Its relative error is $1/(1+r)$, so it is good for $r\gg1$. At $r=1$ it would predict no reduction, whereas the flux is halved. For $r\ll1$ the coating hardly changes the steady flux, however low its permeability may look beside that of the polymer.

The scaling time is twice the lag, since the polymer coefficient is close to $1/2$ when the coating dominates the resistance, and the coating's own term is small for the chosen $D_c$. For the holes, the difference comes almost entirely from the factor 4 in the disc flow, which scaling cannot supply. The solution in that row is itself a leading-order result for small, separated holes.

## The model beside real coated films

The thicknesses are in the range used for oxide-coated packaging films. The permeability ratio of $10^{-4}$, however, is a chosen value and not one measured for a flawless dense oxide. It stands for a hypothetical continuous coating. Pinholes and cracks in a real coating break the assumption of an intact layer, and the hole density found above shows how far that can move the answer: from 51 to about 26 with less than 0.1% of the area open. The hole term $4aL_sn$ contains no permeability. If holes carry nearly all the gas, the reduction therefore depends little on temperature, unlike that of the intact coating in (d).

Stagnant gas outside the film is unimportant here. Pure nitrogen need not diffuse through another gas to reach the film. Even in a mixture, a 1 mm layer with a gas diffusivity of 0.2 cm²/s, a rough value, has only $4\times10^{-10}$ of the coated film's resistance.

Pressure-dependent sorption could matter more. The bare polymer experiences pressures up to 760 Torr, the coated polymer only pressures up to the interface value $p_i$, here near 15 Torr, when the coating faces the feed. Let $\bar P_0$ and $\bar P_1$ be the polymer permeabilities averaged over these two pressure ranges, with $P_c$ constant. Repeating the addition of pressure drops gives

$$
F=\frac{\bar P_0}{\bar P_1}+\frac{L_c}{L_s}\frac{\bar P_0}{P_c}.
$$

For a dominant coating, the bare-film average $\bar P_0$ therefore controls the correction. The value 51 applies when the polymer permeability is the same in both ranges and equals $10^4P_c$.

Numbers in the example were calculated in double precision.
